# The computational hydrogen electrode: potential and pH in adsorption free energies: a numerical check

```python
"""
Result under test: the computational hydrogen electrode,
  mu(H+) + mu(e-) = mu0(H2)/2 - e*U - kT*ln(10)*pH,
and the adsorption free energy
  dG(U,pH) = dG0 - n*(e*U + kT*ln(10)*pH).
U: electrode potential against the standard hydrogen electrode (SHE), V
n: proton-electron pairs released on adsorption (negative if consumed)
mu0(H2): chemical potential of ideal H2 gas at 1 bar, counted from the
  electronic energy of H2 at its equilibrium bond length
dG0: adsorption free energy at U = 0 and pH = 0, without site entropy
RHE: hydrogen electrode at 1 bar H2 in the working solution.
Energies are in eV, so an elementary charge times a volt is one eV.
"""
from functools import lru_cache
from math import factorial
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, fci

mp.mp.dps = 60
T = 298.15
PRESSURE = 1.0e5
kB = sc.k / sc.e
kT = kB * T
LN10 = np.log(10.0)
CM = sc.h * sc.c * 100.0 / sc.e      # eV per cm^-1
HARTREE = sc.physical_constants["Hartree energy"][0]
MASS_H = sc.m_p + sc.m_e

# ---------- hydrogen molecule: full CI in a finite basis ----------


def h2_energy(r):
    """Full-CI energy in hartree at bond length r in angstrom."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, float(r))]],
                basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    solver = fci.FCI(mf)
    solver.conv_tol = 1e-12
    return float(solver.kernel()[0])


centre = 0.745
grid = np.linspace(-0.08, 0.08, 9)
energies = np.array([h2_energy(centre + x) for x in grid])
poly = np.polyfit(grid, energies, 6)
x_min = brentq(lambda x: np.polyval(np.polyder(poly), x), -0.04, 0.04)
bond = centre + x_min
curvature = np.polyval(np.polyder(poly, 2), x_min)
step = 0.01
stencil = (h2_energy(bond + step) - 2 * h2_energy(bond)
           + h2_energy(bond - step)) / step**2
assert abs(stencil / curvature - 1) < 1e-3   # stencil truncation error

omega = np.sqrt(curvature * HARTREE / 1e-20 / (MASS_H / 2))
quantum = sc.hbar * omega / sc.e
zpe_h2 = quantum / 2
B_rot = sc.hbar**2 / (MASS_H * (bond * 1e-10)**2) / sc.e

J = np.arange(30)
rot_levels = B_rot * J * (J + 1)
# Nuclear-spin weights 1 (even J) and 3 (odd J), divided by 4 spin states.
rot_weights = (2 * J + 1) * np.where(J % 2 == 0, 0.25, 0.75)


def mu_h2(temp):
    """Ideal-gas chemical potential from the partition function."""
    beta = 1 / (kB * temp)
    q_trans = ((2 * np.pi * 2 * MASS_H * sc.k * temp / sc.h**2)**1.5
               * sc.k * temp / PRESSURE)
    q_rot = np.sum(rot_weights * np.exp(-beta * rot_levels))
    q_vib = 1 / (1 - np.exp(-beta * quantum))
    return zpe_h2 - np.log(q_trans * q_rot * q_vib) / beta


half_mu = mu_h2(T) / 2
entropy = -(mu_h2(T + 0.1) - mu_h2(T - 0.1)) / 0.2
boltz = rot_weights * np.exp(-rot_levels / kT)
enthalpy = (zpe_h2 + 2.5 * kT + np.sum(boltz * rot_levels) / np.sum(boltz)
            + quantum / np.expm1(quantum / kT))
assert abs(mu_h2(T) - (enthalpy - T * entropy)) < 1e-6

# ---------- model surface, round parameters ----------
dE_H = -0.20
modes_cm = np.array([1100.0, 800.0, 800.0])
modes = modes_cm * CM
F_vib = np.sum(modes / 2 + kT * np.log(1 - np.exp(-modes / kT)))
levels = np.arange(200) + 0.5
F_sum = -kT * sum(np.log(np.sum(np.exp(-levels * m / kT))) for m in modes)
assert abs(F_vib - F_sum) < 1e-10
dG0 = {"H*": dE_H + F_vib - half_mu, "OH*": 0.80, "O*": 1.90}
pairs = {"H*": -1, "OH*": 1, "O*": 2}

# ---------- electrochemical cell built from its definitions ----------


@lru_cache(maxsize=None)
def add_proton(pH):
    """Mixing free energy of one more proton, relative to pH 0.

    Protons are placed at random in a very dilute lattice of cells."""
    cells = mp.mpf(10)**30

    def log_ways(number):
        return (mp.loggamma(cells + 1) - mp.loggamma(number + 1)
                - mp.loggamma(cells - number + 1))

    def cost(number):
        return -(log_ways(number + 1) - log_ways(number))

    n_ref = mp.mpf(10)**24
    n_now = mp.mpf(10)**(24 - mp.mpf(pH))
    return kT * float(cost(n_now) - cost(n_ref))


def cell(phi_metal, pH, pH_ref=0.0, junction=0.0, mu_e=-5.1):
    """Return measured voltage and electrochemical potential of the pair.

    The bulk chemical potentials and the solution potential are arbitrary;
    the reference metal's potential is found from its H2 equilibrium."""
    mu_e_ref, mu_e_lead, mu_proton, phi_solution = -4.6, -4.9, -6.0, 0.37
    proton_ref = mu_proton + phi_solution + add_proton(pH_ref)
    phi_ref = brentq(lambda p: proton_ref + mu_e_ref - p - half_mu, -50, 50)
    electron, electron_ref = mu_e - phi_metal, mu_e_ref - phi_ref
    voltage = (mu_e_lead - electron) - (mu_e_lead - electron_ref)
    proton = mu_proton + phi_solution + junction + add_proton(pH)
    return voltage, proton + electron


def che_pair(U, pH):
    return half_mu - U - kT * LN10 * pH


for metal_mu in (-5.1, -3.8):
    for phi in (-11.0, -9.5):
        for pH_test in (0.0, 3.0, 10.0):
            volt, pair = cell(phi, pH_test, mu_e=metal_mu)
            assert abs(pair - che_pair(volt, pH_test)) < 1e-7
            volt_rhe, pair = cell(phi, pH_test, pH_ref=pH_test, mu_e=metal_mu)
            assert abs(pair - (half_mu - volt_rhe)) < 1e-7
            assert abs(volt_rhe - volt - kT * LN10 * pH_test) < 1e-7

junction = 0.03
volt_j, pair_j = cell(-10.0, 3.0, junction=junction)
junction_error = pair_j - che_pair(volt_j, 3.0)
assert abs(junction_error - junction) < 1e-7


def pair_from_cell(U, pH):
    phi = brentq(lambda p: cell(p, pH)[0] - U, -50, 50)
    return cell(phi, pH)[1]


def direct_energies(U, pH):
    """Adsorption free energies from the reaction balances and the cell."""
    pair = pair_from_cell(U, pH)
    return {"H*": dE_H + F_vib - pair,
            "OH*": dG0["OH*"] + pair - half_mu,
            "O*": dG0["O*"] + 2 * (pair - half_mu)}


def dG(name, U, pH):
    return dG0[name] - pairs[name] * (U + kT * LN10 * pH)


def coverages(U, pH):
    weights = {s: np.exp(-dG(s, U, pH) / kT) for s in dG0}
    total = 1 + sum(weights.values())
    return {s: w / total for s, w in weights.items()}


def counted_coverages(U, pH, sites=6):
    """Average over every composition of a small set of sites."""
    g = direct_energies(U, pH)
    total, mean = 0.0, np.zeros(3)
    for a in range(sites + 1):
        for b in range(sites + 1 - a):
            for c in range(sites + 1 - a - b):
                ways = factorial(sites) / (factorial(a) * factorial(b)
                                           * factorial(c)
                                           * factorial(sites - a - b - c))
                w = ways * np.exp(-(a * g["H*"] + b * g["OH*"]
                                    + c * g["O*"]) / kT)
                total += w
                mean += w * np.array([a, b, c])
    return mean / total / sites


for U_test, pH_test in ((-0.20, 3.0), (0.62, 3.0), (0.92, 3.0), (0.50, 10.0)):
    formula = np.array(list(coverages(U_test, pH_test).values()))
    assert np.max(np.abs(formula - counted_coverages(U_test, pH_test))) < 1e-5


def boundary(first, second, pH):
    """Potential of equal free energy; 'bare' is the empty site."""
    g1, n1 = dG0.get(first, 0.0), pairs.get(first, 0)
    g2, n2 = dG0.get(second, 0.0), pairs.get(second, 0)
    return (g2 - g1) / (n2 - n1) - kT * LN10 * pH


borders = (("H*", "bare"), ("bare", "OH*"), ("OH*", "O*"))
for first, second in borders:
    for pH_test in (3.0, 10.0):
        def gap(U):
            g = direct_energies(U, pH_test)
            return g.get(first, 0.0) - g.get(second, 0.0)
        assert abs(brentq(gap, -3, 3) - boundary(first, second, pH_test)) < 1e-6

# ---------- charging of the interface, left out of the simple relation ------
cap_area = 20.0                      # microfarad per cm^2
site_area = 7.0                      # square angstrom
cap = cap_area * 1e-6 * site_area * 1e-16 / sc.e   # charges e per volt
pzc, shift = 0.30, 0.20              # V against SHE, V


def charging_term(U):
    return cap * shift * (U - pzc) - cap * shift**2 / 2


def charged_surface(U, zero):
    """Minimum over metal charge q of stored energy minus source work."""
    return minimize_scalar(lambda q: q * q / (2 * cap) - q * (U - zero)).fun


for U_test in (-0.6, -0.2, 0.5):
    numeric = charged_surface(U_test, pzc + shift) - charged_surface(U_test, pzc)
    assert abs(numeric - charging_term(U_test)) < 1e-7

# ---------- worked example ----------
U, pH, pH_high = -0.20, 3.0, 10.0
slope = kT * LN10
U_rhe = U + slope * pH
U_high = U_rhe - slope * pH_high
assert abs(dG("H*", U, pH) - dG("H*", U_high, pH_high)) < 1e-12

print(f"temperature: {T:.2f} K; kT: {kT:.6f} eV")
print(f"kT ln10 per pH unit: {slope:.5f} eV")
print(f"H2 full CI/cc-pVTZ bond length: {bond:.4f} angstrom")
print(f"H2 harmonic wavenumber: {quantum / CM:.1f} cm^-1")
print(f"H2 zero-point energy: {zpe_h2:.4f} eV")
print(f"H2 rotational constant: {B_rot / CM:.2f} cm^-1")
print(f"H2 enthalpy incl. zero-point: {enthalpy:.4f} eV")
print(f"H2 T*S at 1 bar: {T * entropy:.4f} eV")
print(f"mu0(H2): {2 * half_mu:.4f} eV; half: {half_mu:.4f} eV")
print(f"model H* electronic adsorption energy: {dE_H:.2f} eV")
print("model H* wavenumbers:", *[f"{m:.0f}" for m in modes_cm], "cm^-1")
print(f"H* vibrational free energy: {F_vib:.4f} eV")
for name in dG0:
    print(f"dG0 {name}: {dG0[name]:.4f} eV; pairs released: {pairs[name]}")
print(f"example: U = {U:.2f} V vs SHE, pH = {pH:.0f}")
print(f"example potential vs RHE: {U_rhe:.4f} V")
print(f"pair minus half mu0(H2): {che_pair(U, pH) - half_mu:.4f} eV")
print(f"H* potential term eU: {U:.4f} eV; pH term: {slope * pH:.4f} eV")
print(f"dG H* in example: {dG('H*', U, pH):.4f} eV")
print(f"H* coverage in example: {coverages(U, pH)['H*']:.4f}")
for U_show in (-0.20, 0.30, 0.80, 1.20):
    values = {"bare": 0.0, **{s: dG(s, U_show, pH) for s in dG0}}
    best = min(values, key=values.get)
    text = ", ".join(f"{s} {values[s]:.3f}" for s in dG0)
    print(f"pH 3, U {U_show:.2f} V vs SHE: dG/eV {text}; lowest {best}")
for first, second in borders:
    print(f"boundary {first}/{second}, V vs SHE: "
          f"pH 3 {boundary(first, second, pH):.4f}, "
          f"pH 10 {boundary(first, second, pH_high):.4f}")
print(f"junction potential tried: {junction:.3f} V")
print(f"resulting error of pair relation: {junction_error:.4f} eV")
print(f"model capacitance: {cap_area:.0f} microF/cm^2")
print(f"model site area: {site_area:.0f} angstrom^2")
print(f"capacitance per site: {cap:.5f} e/V")
print(f"zero-charge potential: {pzc:.2f} V vs SHE; shift: {shift:.2f} V")
print(f"extra charge per site C*shift: {cap * shift:.5f} e")
print(f"charging term at pH 3: {charging_term(U):.5f} eV")
print(f"same RHE potential at pH 10: {U_high:.4f} V vs SHE")
print(f"charging term at pH 10: {charging_term(U_high):.5f} eV")
print("tests ok")
```

Output:

```
temperature: 298.15 K; kT: 0.025693 eV
kT ln10 per pH unit: 0.05916 eV
H2 full CI/cc-pVTZ bond length: 0.7426 angstrom
H2 harmonic wavenumber: 4409.4 cm^-1
H2 zero-point energy: 0.2733 eV
H2 rotational constant: 60.66 cm^-1
H2 enthalpy incl. zero-point: 0.3609 eV
H2 T*S at 1 bar: 0.4030 eV
mu0(H2): -0.0421 eV; half: -0.0210 eV
model H* electronic adsorption energy: -0.20 eV
model H* wavenumbers: 1100 800 800 cm^-1
H* vibrational free energy: 0.1662 eV
dG0 H*: -0.0128 eV; pairs released: -1
dG0 OH*: 0.8000 eV; pairs released: 1
dG0 O*: 1.9000 eV; pairs released: 2
example: U = -0.20 V vs SHE, pH = 3
example potential vs RHE: -0.0225 V
pair minus half mu0(H2): 0.0225 eV
H* potential term eU: -0.2000 eV; pH term: 0.1775 eV
dG H* in example: -0.0353 eV
H* coverage in example: 0.7982
pH 3, U -0.20 V vs SHE: dG/eV H* -0.035, OH* 0.823, O* 1.945; lowest H*
pH 3, U 0.30 V vs SHE: dG/eV H* 0.465, OH* 0.323, O* 0.945; lowest bare
pH 3, U 0.80 V vs SHE: dG/eV H* 0.965, OH* -0.177, O* -0.055; lowest OH*
pH 3, U 1.20 V vs SHE: dG/eV H* 1.365, OH* -0.577, O* -0.855; lowest O*
boundary H*/bare, V vs SHE: pH 3 -0.1647, pH 10 -0.5788
boundary bare/OH*, V vs SHE: pH 3 0.6225, pH 10 0.2084
boundary OH*/O*, V vs SHE: pH 3 0.9225, pH 10 0.5084
junction potential tried: 0.030 V
resulting error of pair relation: 0.0300 eV
model capacitance: 20 microF/cm^2
model site area: 7 angstrom^2
capacitance per site: 0.08738 e/V
zero-charge potential: 0.30 V vs SHE; shift: 0.20 V
extra charge per site C*shift: 0.01748 e
charging term at pH 3: -0.01049 eV
same RHE potential at pH 10: -0.6141 V vs SHE
charging term at pH 10: -0.01772 eV
tests ok
```
